# Capture zones of unequal islands: Poisson fluxes against Voronoi cells

An island on a growing surface collects atoms from a surrounding capture zone. For absorbing islands in a steady diffusion field, the zone of island $i$ has area $Q_i/F$, where $Q_i$ is its growth rate in atoms per time and $F$ the deposition rate per area. The Voronoi cell, the set of points nearest to the island's centre, ignores island size and approximates this area. For two islands of radii $R_1,R_2$ on a checkerboard in a square cell of side $L$ and area $A=L^2$, the Voronoi share of each is $1/2$, whereas

$$\frac{Q_1}{FA}=\frac12+\frac{\tfrac12\ln(R_1/R_2)-\pi(R_1^2-R_2^2)/(2A)}{\ln\left[\lambda^2/(R_1R_2)\right]},\qquad \lambda=0.38138\,L, \tag{1}$$

when the islands are small compared with their separation. In a sample of eight random arrangements of 12 islands at 5 % coverage, the rms Voronoi error rises from 6.0 % of the mean cell area for equal islands to 28.4 % when $\ln R$ has a standard deviation of 0.60.

## The problem and the meaning of a zone

Adatoms of density $n$ diffuse with coefficient $D$ between circular islands. They do not evaporate, they attach irreversibly and without a barrier, and the field adjusts faster than the islands grow. The cell is repeated periodically. Then

$$D\nabla^2 n=-F\ \text{ outside the islands},\qquad n=0\ \text{ on their edges}. \tag{2}$$

With $r$ measured outward from the island's centre, the edge collects $J_i=D\oint(\partial n/\partial r)\,dl$. Atoms that land on the island are assumed to join it, so $Q_i=J_i+F\pi R_i^2$. In the steady state everything deposited is collected, hence $\sum_iQ_i=FA$.

The adatom current $-D\nabla n$ defines drift lines. Since $\nabla^2n<0$, the density has no minimum between the islands, and apart from lines of zero area every drift line ends on an island. No net current crosses the border between two basins of drift lines. The deposition into the free part of basin $i$ therefore equals $J_i$. Adding the island's own area gives a total basin area $Q_i/F$.

A single atom wanders and may cross such a border. Let $p_i(\mathbf r)$ be the probability that an atom starting at $\mathbf r$ first reaches island $i$. It satisfies $\nabla^2p_i=0$, with $p_i=1$ on edge $i$ and $0$ on the others. Green's identity over the free area, whose outward normal on an island edge is $-\hat{\mathbf r}$, reads

$$\int(p_i\nabla^2n-n\nabla^2p_i)\,dA=-\sum_j\oint_j\left(p_i\frac{\partial n}{\partial r}-n\frac{\partial p_i}{\partial r}\right)dl .$$

On the left, the first term is $-(F/D)\int p_i\,dA$ and the second vanishes. On the right, $n=0$ removes the second term and $p_i$ selects edge $i$, leaving $-J_i/D$. Thus $J_i=F\int p_i\,dA$: the same area is also a sum of capture probabilities.

## Two islands by hand

Put island 1 at the corner of the cell and island 2 at its middle. By symmetry both Voronoi cells have area $A/2$.

**A periodic source.** We need a periodic function with

$$\nabla^2G=-\delta(\mathbf r)+1/A. \tag{3}$$

The constant is required because the integral of $\nabla^2G$ over a periodic cell is zero. With $z=(x+iy)/L$ and $q=e^{-\pi}$, take

$$G=-\frac1{2\pi}\ln|P(z)|+\frac{y^2}{2L^2},\qquad P=\sin\pi z\prod_{m\ge1}\left(1-2q^{2m}\cos2\pi z+q^{4m}\right). \tag{4}$$

The logarithm is harmonic except at the simple zeros of $P$, which are the lattice points and supply $-\delta$. The quadratic term supplies $1/L^2=1/A$. Periodicity in $x$ is plain, since $P$ at most changes sign. For $y$, set $w=e^{2\pi iz}$, so that $|w|=e^{-2\pi y/L}$ and

$$|P|=\tfrac12|w|^{-1/2}\left|\prod_{m\ge0}(1-q^{2m}w)\prod_{m\ge1}(1-q^{2m}/w)\right|.$$

The shift $y\to y+L$ replaces $w$ by $q^2w$. The prefactor gains $q^{-1}$, the first product loses $1-w$, and the second gains $1-1/w$. Since $|1-1/w|/|1-w|=1/|w|$, $|P|$ is multiplied by $e^{\pi+2\pi y/L}$. The logarithmic term of $G$ changes by $-1/2-y/L$, and the quadratic term by $+y/L+1/2$. They cancel.

**The density.** Write

$$n=c-\frac1D\sum_jQ_jG(\mathbf r-\mathbf r_j). \tag{5}$$

Outside the islands $D\nabla^2n=-\sum_jQ_j/A$, which equals $-F$ because $\sum_jQ_j=FA$. The coefficient is indeed the total growth rate: integrating $D\nabla^2n=Q_i\delta-F$ over disc $i$ gives an edge flux $Q_i-F\pi R_i^2=J_i$. A constant added to $G$ merely changes $c$.

**Edge averages.** Equation (5) cannot vanish at every edge point, but its average over each circle can. If $\nabla^2f=\kappa$ is constant inside a circle, the angular average obeys $(r\bar f')'/r=\kappa$, so $\bar f(R)=f(0)+\kappa R^2/4$. This applies with $\kappa=1/A$ to the other island's source and to the regular part of the island's own. Near its centre $|P|\simeq(\pi r/L)\prod_m(1-q^{2m})^2$. The averages are therefore $S_i+R_i^2/(4A)$ and $G_{12}+R_i^2/(4A)$, with

$$S_i=-\frac1{2\pi}\ln\left[\frac{\pi R_i}{L}\prod_m(1-q^{2m})^2\right].$$

For $G_{12}$ set $z=(1+i)/2$. Then $|\sin\pi z|=\cosh(\pi/2)$ and $\cos2\pi z=-\cosh\pi=-(q+q^{-1})/2$. Each product factor becomes $1+q^{2m}(q+q^{-1})+q^{4m}=(1+q^{2m+1})(1+q^{2m-1})$. The quadratic term is $1/8=(1/2\pi)(\pi/4)$, so

$$G_{12}=-\frac1{2\pi}\ln\left[e^{-\pi/4}\cosh\frac\pi2\prod_m(1+q^{2m+1})(1+q^{2m-1})\right].$$

Subtracting gives

$$a_i\equiv S_i-G_{12}=\frac1{2\pi}\ln\frac{\lambda}{R_i},\qquad \frac\lambda L=\frac{e^{-\pi/4}\cosh(\pi/2)}{\pi}\prod_{m\ge1}\frac{(1+q^{2m+1})(1+q^{2m-1})}{(1-q^{2m})^2}.$$

The product gives $\lambda/L=0.38138$.

**Solving.** Zero average density on the two edges requires

$$Dc=Q_1S_1+Q_2G_{12}+\frac{FR_1^2}4=Q_2S_2+Q_1G_{12}+\frac{FR_2^2}4,$$

where $Q_1+Q_2=FA$ was used in the last terms. Rearranged,

$$Q_1a_1-Q_2a_2=-F(R_1^2-R_2^2)/4 .$$

Insert $Q_1=FA(\tfrac12+x)$ and $Q_2=FA(\tfrac12-x)$ and divide by $FA$:

$$\frac{a_1-a_2}2+x(a_1+a_2)=-\frac{R_1^2-R_2^2}{4A}.$$

Since $2\pi(a_2-a_1)=\ln(R_1/R_2)$ and $2\pi(a_1+a_2)=\ln[\lambda^2/(R_1R_2)]$, solving for $x$ and multiplying numerator and denominator by $2\pi$ gives (1).

**Numbers.** Let $\sqrt{R_1R_2}=0.06L$ and $R_1/R_2=2$. Then $R_1^2=0.0072A$ and $R_2^2=0.0018A$. The numerator is $0.34657-0.00848=0.33809$, the denominator $2\ln(0.38138/0.06)=3.6989$, and the share $0.5+0.0914=0.5914$. The Voronoi cell is 15 % too small for the large island and 22 % too large for the small one, relative to their true zones. At a ratio of 4 the large island's share is 0.6817. The full solution described below agrees with (1) to the six printed decimals in both cases. Fourfold symmetry helps here: the first angular correction on each edge has four periods around the circle.

**Small inequality.** Put $R_{1,2}=Re^{\pm\delta}$ with $\delta\ll1$. Then $\ln(R_1/R_2)=2\delta$ and $R_1^2-R_2^2\simeq4R^2\delta$. With coverage $\theta=2\pi R^2/A$, the excess of zone 1 relative to its Voronoi cell is

$$2x\simeq\frac{(1-\theta)\,\delta}{\ln(\lambda/R)}. \tag{6}$$

The error is thus first order in the inequality. It falls only logarithmically as islands shrink at fixed ratio.

## The general method

For $N$ islands in arbitrary positions, add periodic fields that vary around the edges but carry no net flux. Differentiating (3) shows that $\partial_xG$ and $\partial_yG$ are periodic and harmonic away from the sources. They combine into

$$W_1=-2\pi L(\partial_x-i\partial_y)G=\frac{d\ln P}{dz}+\frac{2\pi iy}{L}.$$

The first term alone changes by a constant when $y\to y+L$, so the higher derivatives $W_m=d^m\ln P/dz^m$, $m\ge2$, are periodic without correction. Near its centre $W_m$ behaves as $z^{-m}$ times a constant, plus a regular harmonic part. Neither part has a net flux through a surrounding circle, so $Q_i$ keeps its meaning. The ansatz is

$$n=c-\frac1D\sum_jQ_jG(\mathbf r-\mathbf r_j)+\mathrm{Re}\sum_j\sum_{m=1}^{M}\alpha_{jm}W_m(z-z_j). \tag{7}$$

The algorithm has four steps.

1. Evaluate each function in (7) at evenly spaced angles on every edge.
2. Require the average of $n$, and its averages weighted with $\cos m\varphi$ and $\sin m\varphi$ for $m=1,\dots,M$, to vanish on each edge. This gives $N(2M+1)$ linear equations.
3. Add $\sum_jQ_j=FA$. The unknowns are $c$, the $N$ rates and $2MN$ real amplitudes, so the system is square.
4. Solve it, read off $Q_i/F$, and repeat with larger $M$.

The field that other islands produce at edge $i$ is regular out to some radius $\rho>R_i$, so its angular components fall as $(R_i/\rho)^m$. Nearly touching islands make $\rho$ close to $R_i$ and need a large $M$. Taking $M=0$ recovers the hand calculation, with $Dc=Q_iS_i+\sum_{j\ne i}Q_jG_{ij}+FR_i^2/4$ for each $i$.

**Vanishing equal islands.** In these $M=0$ equations $S_i=(1/2\pi)\ln(L/R)+\text{const}$ is common to all islands. Subtracting the average equation gives, to leading order,

$$Q_i-\bar Q\simeq-\frac{2\pi}{\ln(L/R)}\left[\sum_{j\ne i}Q_jG_{ij}-\text{mean over }i\right].$$

All zones slowly become equal, whatever the positions. For the six sites of the next section, the rms spread of the zones relative to their mean is 2.26 %, 0.96 % and 0.44 % at $R/L=10^{-2},10^{-4},10^{-8}$. The Voronoi cells keep their spread of 10.9 %. The last two radii are smaller than an atom in a 70 nm cell and illustrate the mathematical limit.

## Six islands worked out

The cell side is 70 nm and the coverage 6.56 %. Edge cells assign each point to the island with the smallest $|\mathbf r-\mathbf r_i|-R_i$, the distance to its edge. Areas are in nm², and the last column is the Voronoi error relative to the true zone.

| Centre (nm) | $R$ (nm) | Voronoi | Edge cell | $Q_i/F$ | Error |
|---|---|---|---|---|---|
| 12, 14 | 3.0 | 679 | 611 | 645 | +5 % |
| 38, 10 | 6.0 | 938 | 1123 | 1132 | −17 % |
| 58, 28 | 2.0 | 783 | 640 | 585 | +34 % |
| 20, 40 | 5.0 | 750 | 840 | 907 | −17 % |
| 44, 46 | 3.5 | 852 | 801 | 783 | +9 % |
| 8, 62 | 4.0 | 899 | 884 | 848 | +6 % |

For the smallest island, $782.9/584.6-1=+33.9\,\%$. Both sets of areas sum to $A$, so Voronoi cells misplace area without losing any. The rms error is 16.6 % of the mean cell area for Voronoi cells and 5.1 % for edge cells. The monopole equations alone are within 0.9 % of each true zone.

Two further calculations support the zones. A finite-difference solution for $p_i$ on a $210\times210$ grid, which does not use (7), gives areas that agree with $Q_i/F$ to about 0.002 %. Following the drift lines of the density (7) from $48\times48$ starting points gives basins that agree to about 0.18 % of the whole cell area. This second check uses the solved density, so it tests the equality of basin area and $Q_i/F$, not the density itself.

## Error against inequality

Eight random arrangements of 12 islands were used, with centres at least 0.7 of the mean spacing $L/\sqrt{12}$ apart and coverage held at 5 %. Evenly spaced values of $\ln R$, with standard deviation $s$, were assigned at random. Each assignment was paired with its inverse, large for small, which cancels chance correlations between size and position to leading order. Errors are the rms of $V_i-Q_i/F$, with $V_i$ the cell area, divided by the mean cell area. The figures belong to this sample. Other samples of the same size give Voronoi errors of 5.4–7.4 % at $s=0$, 9.3–10.5 % at $s=0.15$ and 28.5–29.7 % at $s=0.60$, so the last digit shown is not significant.

| $s$ | $R_{\max}/R_{\min}$ | Voronoi | Edge cells |
|---|---|---|---|
| 0 | 1.00 | 6.0 % | 6.0 % |
| 0.15 | 1.61 | 9.6 % | 6.7 % |
| 0.30 | 2.60 | 15.8 % | 8.4 % |
| 0.45 | 4.20 | 22.3 % | 10.8 % |
| 0.60 | 6.77 | 28.4 % | 13.6 % |

The first row is an error of position alone. Across equal islands at this coverage, a zone's deviation from the mean is on average 0.665 of its Voronoi cell's deviation. Other samples give 0.64–0.70, and cells of 48 islands about 0.73. Inequality adds a second error. The fitted relative gain in zone area per unit $\ln R$ is 0.477 at $s=0.15$ (0.48–0.50 in other samples). If the two errors combine as independent ones, the total is roughly $\sqrt{0.060^2+(0.477s)^2}$. This gives 9.3 %, 15.5 % and 29.2 % at $s=0.15$, 0.30 and 0.60, close to the table. It is an estimate. It leaves out scatter from the neighbours' sizes, which raises the error, and a decrease of the gain at larger $s$, which lowers it.

Equation (6), evaluated at the same coverage and island density, predicts a gain of 0.654. That value belongs to the checkerboard, where every nearest neighbour of a large island is small, and does not carry over to random assignments.

At $s=0.60$ the Voronoi cell of the largest island is on average 33 % too small, and that of the smallest 49 % too large, relative to their true zones. Other samples give 35–37 % and 48–54 %. Edge cells, whose border on the line between two centres is shifted by $(R_1-R_2)/2$ towards the smaller island, have about half the rms error at this spread.

Sizes assigned at random ignore any link between an island's size and its surroundings. If instead $R_i\propto\sqrt{V_i}$ at the same coverage, the error is 2.9 % (2.5–3.5 % in other samples), below that of equal islands. Islands that start together at equal size tend to develop a positive correlation between size and cell area, since those with larger zones grow faster. The square-root form used here was imposed and is not a result of growth. Growing equal islands from 0.2 % to 5 % coverage at the rates $Q_i$ gives a weaker link, roughly $R_i\propto V_i^{1/3}$, and an error near 4.5 %.

## Set beside TiN growth

The six-island example is placed in the regime of TiN(001) growth in excess nitrogen, where titanium adatoms are taken to set the rate. This is an assumption: in excess nitrogen, TiN$_x$ admolecules with higher barriers may carry the transport instead. The fourfold symmetry of this surface makes $D$ isotropic. Rough inputs are 800 K, 0.1 monolayer/s, a migration barrier of 0.4 eV, an attempt rate of $10^{13}$ s⁻¹ and a surface lattice spacing $a=0.3$ nm. They give $D=a^2\nu e^{-E/kT}\approx2.7\times10^9$ nm²/s and a mean adatom density near $4\times10^{-8}$ nm⁻², or $2\times10^{-4}$ adatoms in the cell at a time. The barrier is uncertain. The zones in this model do not depend on $D$ or $F$, but whether the model applies does, because nucleation of new islands rises as $D$ falls. Island positions and sizes were chosen, not predicted.

Several neglected effects are comparable with the 5 % error of edge cells:

- An extra attachment barrier of $\Delta E=0.1$ eV slows the last hop. The edge flux is then $(D/a)e^{-\Delta E/kT}n_a$, with $n_a=n(R)+a\,\partial n/\partial r$ one spacing away. Equating it to $D\,\partial n/\partial r$ gives $n(R)=\ell\,\partial n/\partial r$ with $\ell=a(e^{\Delta E/kT}-1)=0.98$ nm. Zones change by up to 4.8 %.
- In 0.5 s, while 0.05 monolayer arrives, a mean zone receives 454 atoms, with random noise of about $1/\sqrt{454}=4.7\,\%$. If the islands stay one layer high, this dose also raises the coverage from 6.6 % to 11.6 %, so the zones shift as the radii grow. The tabulated areas hold for the stated radii only.
- Direct hits are $\pi(6.0)^2/1132=10\,\%$ of the largest island's rate. If those atoms stay on top, its edge advances more slowly by that fraction.

Others are smaller. Square islands, represented by discs with the same logarithmic far field, whose radius is $\Gamma(1/4)^2/(4\pi)=1.046$ times the equal-area radius, change zones by up to 0.8 %. About 0.04 new islands nucleate in the cell during the same dose, for an assumed adatom capture number of 3. This number scales as $1/D$: it is 0.8 for a migration barrier of 0.6 eV and 14 for 0.8 eV. A fixed set of islands is then no longer a valid picture at this temperature and rate. An adatom lives $4\times10^{-8}$ s, far less than the 0.5 s of the dose, which supports the steady field. Desorption would remove 1 % of adatoms at a desorption energy of 1.21 eV. Detachment would sustain 1 % of the mean density at a total energy, from edge site to free adatom motion, of 2.05 eV. Above these energies both are weaker at 800 K. For assumed energies of 3.0 eV for desorption and 2.5 eV for detachment, the two fractions are about $5\times10^{-14}$ and $2\times10^{-5}$, so with these values detachment would be the first of the two to matter in hotter growth.

The complete figures are in the numerical output below.

## Computed results

```
example: cell side 70 nm, coverage 6.56 %
x, y, R (nm); Voronoi, edge cell, exact zone (nm2); Voronoi error
 12 14 3.0; 678.5 611.3 645.4; +5.1 %
 38 10 6.0; 937.7 1123.2 1131.9; -17.2 %
 58 28 2.0; 782.9 640.4 584.6; +33.9 %
 20 40 5.0; 750.1 839.8 907.2; -17.3 %
 44 46 3.5; 851.5 801.1 782.8; +8.8 %
 8 62 4.0; 899.3 884.2 848.1; +6.0 %
rms error / mean cell: Voronoi 16.6 %, edge cells 5.1 %
largest monopole-only error 0.824 %
largest gap to hitting probabilities 0.002 %
largest gap to drift basins 0.18 % of cell area
checkerboard: lambda/L 0.38138, geometric mean R/L 0.06
R1/R2; share of island 1: solved, formula (Voronoi 0.5)
 1.0; 0.500000 0.500000
 1.5; 0.553535 0.553535
 2.0; 0.591403 0.591403
 4.0; 0.681660 0.681660
equal tiny islands at example sites: R/L; rms spread of zones
 1e-02; 2.26 %
 1e-04; 0.96 %
 1e-08; 0.44 %
rms spread of the Voronoi cells there 10.88 %
sweep: 8 arrangements of 12 islands, coverage 5 %
spread of ln R; Rmax/Rmin; rms error: Voronoi, edge cells
 0.00; 1.00; 6.0 % 6.0 %
 0.15; 1.61; 9.6 % 6.7 %
 0.30; 2.60; 15.8 % 8.4 %
 0.45; 4.20; 22.3 % 10.8 %
 0.60; 6.77; 28.4 % 13.6 %
mean Voronoi error at last spread: largest island -32.7 %,
  smallest island +48.7 %
relative zone gain per unit ln R: sweep 0.477, checkerboard 0.654
R ~ sqrt(Voronoi area): rms error 2.9 %
slope of zone against Voronoi area: equal R 0.665, R ~ sqrt(V) 0.886
rough inputs: T 800 K, rate 0.1 ML/s, migration 0.4 eV,
  attempt rate 1e+13 1/s, lattice spacing 0.3 nm
D 2.719e+09 nm2/s, F 1.111 1/(nm2 s), kT 0.0689 eV
mean adatom density 4.187e-08 1/nm2, adatoms in cell 2.05e-04
adatom lifetime 4.03e-08 s, time for 0.05 ML 0.50 s
attachment barrier 0.1 eV: length 0.98 nm, largest zone change 4.8 %
square islands: radius factor 1.0460, largest zone change 0.80 %
new islands in cell during dose 4.29e-02 (pair capture number 3)
atoms per mean zone in dose 454, noise 4.7 %
desorbed fraction at 3.0 eV 5.1e-14; 1 % at 1.21 eV
detachment density ratio at 2.5 eV 1.6e-05; 1 % at 2.05 eV
```
